# Noodleman and Yamaguchi exchange estimates for the broken-symmetry Hubbard dimer: test program

```python
# Half-filled Hubbard dimer: two electrons, hopping t, on-site repulsion U.
# Result under test, with u = U/t and gap = E(triplet) - E(singlet):
#   <S^2> of the lowest up-down determinant = max(0, 1 - 4/u^2)
#   exact gap / t = (sqrt(u^2 + 16) - u)/2
#   Noodleman gap = 2 (E_T - E_BS)
#   Yamaguchi gap = 2 (E_T - E_BS)/(<S^2>_T - <S^2>_BS)
#   Yamaguchi < exact < Noodleman for every u > 0.
# The numerical side uses Fock-space matrices and direct minimization.
import numpy as np
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy import constants as const

# Fermion operators; mode order: 1 up, 2 up, 1 down, 2 down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]
n = [op.T @ op for op in c]
hop = c[0].T @ c[1] + c[2].T @ c[3]
kinetic = -(hop + hop.T)
repulsion = n[0] @ n[2] + n[1] @ n[3]
s_plus = c[0].T @ c[2] + c[1].T @ c[3]
s_z = 0.5 * (n[0] + n[1] - n[2] - n[3])
spin_squared = s_plus.T @ s_plus + s_z @ (s_z + np.eye(16))

vacuum = np.zeros(16)
vacuum[0] = 1.0
# Columns: up electron on site i, down electron on site j
basis = np.array([c[i].T @ c[2 + j].T @ vacuum
                  for i in range(2) for j in range(2)]).T
K4 = basis.T @ kinetic @ basis
W4 = basis.T @ repulsion @ basis
S4 = basis.T @ spin_squared @ basis
singlet_projector = np.eye(4) - S4 / 2
triplet = c[0].T @ c[1].T @ vacuum
s2_triplet = triplet @ spin_squared @ triplet


def orbital(angle):
    return np.array([np.cos(angle), np.sin(angle)])


def ionic_ratio(state):
    return (state[0] + state[3]) / (state[1] + state[2])


def solve(u):
    """All quantities in units of t, from matrices and minimization."""
    H4 = K4 + u * W4
    e_t = triplet @ (kinetic + u * repulsion) @ triplet
    values, vectors = np.linalg.eigh(H4)
    ground = vectors[:, 0]
    assert abs(ground @ S4 @ ground) < 1e-10

    def energy_and_gradient(angles):
        up, down = orbital(angles[0]), orbital(angles[1])
        d_up = orbital(angles[0] + np.pi / 2)
        d_down = orbital(angles[1] + np.pi / 2)
        psi = np.kron(up, down)
        h_psi = H4 @ psi
        grad = np.array([2 * np.kron(d_up, down) @ h_psi,
                         2 * np.kron(up, d_down) @ h_psi])
        return psi @ h_psi, grad

    starts = [(0.3, 1.2), (1.0, 0.4), (0.7, 0.9), (2.0, 0.1)]
    runs = [minimize(energy_and_gradient, x0, jac=True, method="BFGS",
                     options={"gtol": 1e-11}) for x0 in starts]
    best = min(runs, key=lambda run: run.fun)
    up, down = orbital(best.x[0]), orbital(best.x[1])
    psi = np.kron(up, down)
    s2 = psi @ S4 @ psi
    projected = singlet_projector @ psi
    e_proj = projected @ H4 @ projected / (projected @ projected)
    return dict(H4=H4, e_t=e_t, e_s=values[0], exact=e_t - values[0],
                e_bs=best.fun, s2=s2, overlap=abs(up @ down),
                nood=2 * (e_t - best.fun),
                yama=2 * (e_t - best.fun) / (s2_triplet - s2),
                e_proj=e_proj, r_exact=ionic_ratio(ground),
                r_proj=ionic_ratio(projected))


# Closed formulas against the numerical solution on both sides of u = 2
assert abs(s2_triplet - 2) < 1e-12
rng = np.random.default_rng(7)
for u in [0.0, 0.5, 1.0, 1.9, 2.1, 3.0, 5.0, 8.0, 20.0]:
    q = solve(u)
    s = 1.0 if u <= 2 else 2 / u
    e_bs = -2 + u / 2 if u <= 2 else -2 / u
    nood = 4 - u if u <= 2 else 4 / u
    yama = 2 - u / 2 if u <= 2 else 4 * u / (u**2 + 4)
    assert abs(q["e_t"]) < 1e-12
    assert abs(q["exact"] - (np.sqrt(u**2 + 16) - u) / 2) < 1e-10
    assert abs(q["e_bs"] - e_bs) < 1e-9
    assert abs(q["overlap"] - s) < 1e-6
    assert abs(q["s2"] - (1 - s**2)) < 1e-6
    assert abs(q["nood"] - nood) < 1e-8
    assert abs(q["yama"] - yama) < 1e-6
    # Yamaguchi's gap is the gap of the spin-projected determinant
    assert abs(q["e_t"] - q["e_proj"] - q["yama"]) < 1e-9
    assert abs(q["r_proj"] - s) < 1e-6
    assert abs(q["r_exact"] - q["exact"] / 2) < 1e-9
    # No complex up-down determinant lies lower
    z = rng.normal(size=(2000, 2, 2)) + 1j * rng.normal(size=(2000, 2, 2))
    z /= np.linalg.norm(z, axis=2, keepdims=True)
    dets = np.einsum("ki,kj->kij", z[:, 0], z[:, 1]).reshape(-1, 4)
    sampled = np.einsum("ki,ij,kj->k", dets.conj(), q["H4"], dets).real
    assert sampled.min() > q["e_bs"] - 1e-10
    if u > 0:
        assert q["r_proj"] > q["r_exact"]

        # Optimizing the orbitals after projection restores the exact gap
        def projected_energy(angle):
            psi = np.kron(orbital(angle), orbital(np.pi / 2 - angle))
            p = singlet_projector @ psi
            return p @ q["H4"] @ p / (p @ p)
        after = minimize_scalar(projected_energy, bounds=(0, np.pi / 4),
                                method="bounded", options={"xatol": 1e-10})
        assert abs(after.fun - q["e_s"]) < 1e-9

# Ordering, monotonic ratios and position of the worst Yamaguchi error
grid = np.linspace(0.1, 12.0, 120)
scan = [solve(u) for u in grid]
exact = np.array([q["exact"] for q in scan])
ratio_y = np.array([q["yama"] for q in scan]) / exact
ratio_n = np.array([q["nood"] for q in scan]) / exact
assert np.all(ratio_y < 1) and np.all(ratio_n > 1)
assert np.all(1 - ratio_y < ratio_n - 1)
assert np.all(np.diff(ratio_n) < 0)
worst = int(np.argmin(ratio_y))
assert abs(grid[worst] - 2) < 1e-9
assert np.all(np.diff(ratio_y[:worst + 1]) < 0)
assert np.all(np.diff(ratio_y[worst:]) > 0)
assert abs(ratio_y[worst] - (1 + np.sqrt(5)) / 4) < 1e-5
assert abs(ratio_n[worst] - (1 + np.sqrt(5)) / 2) < 1e-5

# Limits; tolerances cover the next term of each expansion
far, near = solve(40.0), solve(0.1)
coef_y = (far["exact"] - far["yama"]) * 40.0**5
coef_n = (far["nood"] - far["exact"]) * 40.0**3
coef_small = (near["exact"] - near["yama"]) / 0.1**2
assert abs(coef_y / 64 - 1) < 0.02
assert abs(coef_n / 16 - 1) < 0.01
assert abs(coef_small * 16 - 1) < 0.001
slope_left = (solve(1.99)["yama"] - solve(1.98)["yama"]) / 0.01
slope_right = (solve(2.02)["yama"] - solve(2.01)["yama"]) / 0.01
assert abs(slope_left + 0.5) < 1e-3 and abs(slope_right) < 0.01


def error(u, key):
    q = solve(u)
    return q[key] / q["exact"] - 1


y_low = brentq(lambda u: error(u, "yama") + 0.05, 0.2, 1.9)
y_high = brentq(lambda u: error(u, "yama") + 0.05, 2.1, 10.0)
n_high = brentq(lambda u: error(u, "nood") - 0.05, 2.1, 20.0)

print("Gaps in units of t; errors relative to exact gap")
print("  U/t   <S^2>   exact    Nood.    Yama.   errN%   errY%")
for u in [0.0, 0.5, 1.0, 1.5, 2.0, 2.5, 3.0, 4.0, 6.0, 8.0, 12.0, 20.0]:
    q = solve(u)
    err_n = 100 * (q["nood"] / q["exact"] - 1)
    err_y = 100 * (q["yama"] / q["exact"] - 1)
    print(f"{u:5.1f} {abs(q['s2']):7.4f} {q['exact']:8.5f} {q['nood']:8.5f} "
          f"{q['yama']:8.5f} {err_n:7.2f} {err_y + 0.0:7.2f}")
print(f"Worst Yamaguchi error at U/t = {grid[worst]:.1f}")
print(f"Yamaguchi/exact there = {ratio_y[worst]:.5f}")
print(f"Noodleman/exact there = {ratio_n[worst]:.5f}")
print(f"Yamaguchi error is 5% at U/t = {y_low:.3f} and {y_high:.3f}")
print(f"Noodleman error is 5% at U/t = {n_high:.3f}")
print(f"(exact-Yama.)(U/t)^5 at U/t=40: {coef_y:.2f} t")
print(f"(Nood.-exact)(U/t)^3 at U/t=40: {coef_n:.3f} t")
print(f"(exact-Yama.)/(U/t)^2 at U/t=0.1: {coef_small:.5f} t")
print(f"Yamaguchi slope just below U/t=2: {slope_left:.4f}")
print(f"Yamaguchi slope just above U/t=2: {slope_right:.4f}")

t_mev, u_mev = 250.0, 2000.0
q = solve(u_mev / t_mev)
to_wavenumber = 1e-3 * const.e / (const.h * const.c * 100)
print(f"Example: t = {t_mev:.0f} meV, U = {u_mev:.0f} meV, "
      f"U/t = {u_mev / t_mev:.1f}")
print(f"Orbital overlap s = {q['overlap']:.5f}")
print(f"<S^2> broken symmetry = {q['s2']:.5f}")
print(f"<S^2> triplet = {s2_triplet:.5f}")
print(f"Triplet weight in BS state = {q['s2'] / 2:.5f}")
print(f"E_BS = {t_mev * q['e_bs']:.3f} meV")
print(f"E_singlet exact = {t_mev * q['e_s']:.3f} meV")
print(f"E_singlet projected = {t_mev * q['e_proj']:.3f} meV")
for label, key in [("Exact", "exact"), ("Noodleman", "nood"),
                   ("Yamaguchi", "yama")]:
    gap = t_mev * q[key]
    print(f"{label} gap = {gap:.3f} meV = {gap * to_wavenumber:.1f} cm^-1")
print(f"Ionic/covalent amplitude, exact = {q['r_exact']:.5f}")
print(f"Ionic/covalent amplitude, projected = {q['r_proj']:.5f}")
print("checks complete")
```

Running it gives:

```
Gaps in units of t; errors relative to exact gap
  U/t   <S^2>   exact    Nood.    Yama.   errN%   errY%
  0.0  0.0000  2.00000  4.00000  2.00000  100.00    0.00
  0.5  0.0000  1.76556  3.50000  1.75000   98.24   -0.88
  1.0  0.0000  1.56155  3.00000  1.50000   92.12   -3.94
  1.5  0.0000  1.38600  2.50000  1.25000   80.38   -9.81
  2.0  0.0000  1.23607  2.00000  1.00000   61.80  -19.10
  2.5  0.3600  1.10850  1.60000  0.97561   44.34  -11.99
  3.0  0.5556  1.00000  1.33333  0.92308   33.33   -7.69
  4.0  0.7500  0.82843  1.00000  0.80000   20.71   -3.43
  6.0  0.8889  0.60555  0.66667  0.60000   10.09   -0.92
  8.0  0.9375  0.47214  0.50000  0.47059    5.90   -0.33
 12.0  0.9722  0.32456  0.33333  0.32432    2.70   -0.07
 20.0  0.9900  0.19804  0.20000  0.19802    0.99   -0.01
Worst Yamaguchi error at U/t = 2.0
Yamaguchi/exact there = 0.80902
Noodleman/exact there = 1.61803
Yamaguchi error is 5% at U/t = 1.113 and 3.517
Noodleman error is 5% at U/t = 8.729
(exact-Yama.)(U/t)^5 at U/t=40: 63.37 t
(Nood.-exact)(U/t)^3 at U/t=40: 15.920 t
(exact-Yama.)/(U/t)^2 at U/t=0.1: 0.06249 t
Yamaguchi slope just below U/t=2: -0.5000
Yamaguchi slope just above U/t=2: -0.0037
Example: t = 250 meV, U = 2000 meV, U/t = 8.0
Orbital overlap s = 0.25000
<S^2> broken symmetry = 0.93750
<S^2> triplet = 2.00000
Triplet weight in BS state = 0.46875
E_BS = -62.500 meV
E_singlet exact = -118.034 meV
E_singlet projected = -117.647 meV
Exact gap = 118.034 meV = 952.0 cm^-1
Noodleman gap = 125.000 meV = 1008.2 cm^-1
Yamaguchi gap = 117.647 meV = 948.9 cm^-1
Ionic/covalent amplitude, exact = 0.23607
Ionic/covalent amplitude, projected = 0.25000
checks complete
```
